# Positive mixing enthalpy and the uniformity of epitaxial alloys

**The argument under review**

The manuscript considers a III-V alloy film with two group-V species in equal amounts, grown at 800 K on a lattice-matched substrate. It argues in three lines. The bulk mixing enthalpy is positive. Unlike neighbours are therefore unfavourable, and the alloy must separate. A film that looks uniform must then contain domains that the measurement has missed.

The first line may be granted. The question is whether the other two follow, and that requires the free energy of the film, not the enthalpy of the bulk, together with the time available for atoms to move.

I use the following model. Energies are per mixing site, of volume \(v\). The composition is \(x\), and \(\theta=k_BT\) is an energy, so the formulas keep their form in atomic units. With random mixing (mean field),

\[
f(x)=\Omega x(1-x)+\theta\,[x\ln x+(1-x)\ln(1-x)],\qquad \Omega>0 .
\]

Here \(\Omega\) refers to unstressed phases, each at its own lattice constant. It includes the local bond distortion of the mixed crystal, but not the stress that arises when separated regions must share one lattice. That stress is counted separately below.

**First objection: the enthalpy is not the criterion**

A uniform bulk alloy is stable against every division into two compositions if \(f\) is convex. Differentiating twice,

\[
f''(x)=-2\Omega+\frac{\theta}{x(1-x)}\ \ge\ -2\Omega+4\theta ,
\]

because \(x(1-x)\le 1/4\). Hence \(f\) is convex at all compositions when \(\theta\ge\Omega/2\). An alloy with \(\Omega=0.12\) eV has a positive mixing enthalpy, \(\Omega/4=0.03\) eV per site at \(x=1/2\), but its critical temperature is 696 K. At 800 K entropy alone keeps it in one phase, even in bulk.

The manuscript's alloy is harder. I take \(\Omega=0.18\) eV, for which the critical temperature is 1044 K. At 800 K, \(\theta=0.06894\) eV, and at \(x=1/2\)

\[
f=0.0450-0.0478=-0.0028\ \text{eV},\qquad
f''=4(0.06894)-2(0.18)=-0.0842\ \text{eV}.
\]

The free energy of mixing is negative, yet the bulk alloy is unstable. A negative value says that mixing beats separation into the pure end members; it does not exclude separation into two intermediate alloys. Since \(f\) is symmetric about \(x=1/2\), the common tangent is horizontal, and the two compositions solve

\[
f'(x)=\Omega(1-2x)+\theta\ln\frac{x}{1-x}=0 .
\]

They are 0.122 and 0.878, and separation lowers the free energy by 0.0035 eV per site.

Mean field overestimates the tendency to separate, so I checked that this bulk conclusion survives correlations. In an fcc lattice model where each unlike neighbour pair costs \(\Omega/12\), 2048 sites were sampled at equal chemical potentials, starting from a pure phase. Let \(m\) be the composition difference between the two species. At 800 K the mean \(|m|\) is 0.61, and the ratio \(1-\langle m^4\rangle/3\langle m^2\rangle^2\) is 0.659, close to the value 2/3 of a system that sits in one of two sharp phases. At 950 K they are 0.075 and 0.059, as for one phase with Gaussian fluctuations. Within the limits of this cell size, the unstressed alloy does separate at 800 K. The manuscript is right about the bulk; entropy alone does not rescue this film.

**Second objection: the film is not free to relax**

Let \(\eta=d\ln a/dx\) be the relative change of lattice constant \(a\) with composition, taken as constant. A region whose composition deviates by \(\delta x\) wants to expand by \(\eta\,\delta x\) in every direction. If the lattice stays continuous (coherent), it cannot do so freely.

*Deep inside the crystal.* Let the composition vary along one direction only. The crystal can relax along that direction, but both transverse elastic strains are fixed at \(-\eta\,\delta x\). For an isotropic solid with Young modulus \(E\) and Poisson ratio \(\nu\), the two transverse stresses have magnitude \(Y\eta|\delta x|\), with \(Y=E/(1-\nu)\). Half of stress times strain, summed over the two directions, gives the energy density \(Y\eta^2(\delta x)^2\). Its second derivative, per site, is \(2Y\eta^2v\), so the instability requires

\[
4\theta-2\Omega+2Y\eta^2v<0
\quad\Longleftrightarrow\quad
\theta<\tfrac12(\Omega-Y\eta^2v).
\]

I take \(\eta=0.07\), \(v=50\) Å\(^3\), \(E=0.50\) eV/Å\(^3\) and \(\nu=0.30\). Then \(Y\eta^2v=0.175\) eV, which nearly cancels \(\Omega\), and the critical temperature falls from 1044 K to 29 K. Being a small difference of two large terms, the figure 29 K has no predictive value; it says that the interior instability is essentially removed.

*Near the surface.* It would be wrong to stop there, since a film has a free surface, where stress can relax. How much of the protection survives?

Take a flat surface at \(z=0\), with the crystal at \(z<0\), and a composition wave running along \(x_1\) in the surface plane. Nothing depends on the other in-plane direction, \(x_2\), so the material cannot expand along \(x_2\), whatever it does along \(x_1\) and \(z\). The elastic strain \(e_{22}=-\eta\,\delta x\) is therefore fixed. For given \(e_{22}\), the energy is lowest when all other strains adjust until their stresses vanish. What is left is a bar under uniaxial stress \(Ee_{22}\), so

\[
\text{energy density}\ \ge\ \tfrac12E\eta^2(\delta x)^2 .
\]

In a film much thicker than \(1/k\) this bound can be closely approached. For a very deep film, choose \(\delta x=\delta\,e^{kz}\cos kx_1\) and the displacements

\[
u_1=\frac{(1+\nu)\eta\delta}{k}e^{kz}\sin kx_1,\qquad
u_z=\frac{(1+\nu)\eta\delta}{k}e^{kz}\cos kx_1 .
\]

The total strains \(\partial_1u_1\) and \(\partial_zu_z\) both equal \((1+\nu)\eta\,\delta x\). Subtracting the stress-free expansion \(\eta\,\delta x\) leaves elastic strains \(+\nu\eta\,\delta x\), which is the Poisson response to \(e_{22}=-\eta\,\delta x\). The shear \(\partial_zu_1+\partial_1u_z\) vanishes, because its two terms are equal and opposite. The only stress is along \(x_2\), and it does not vary along \(x_2\), so the forces balance and the surface is free of traction.

The free surface thus lowers the elastic cost from \(Y\) to \(E/2\), a factor \((1-\nu)/2=0.35\). A finite-element calculation, which left the depth profile free, gave 0.2501 eV/Å\(^3\) for the softest profile and 0.7143 for the next, against \(E/2=0.25\) and \(Y=0.714\).

*All composition patterns at once.* A general pattern is a sum of in-plane waves. If the elastic constants do not vary in the plane, the elastic energy is quadratic and unchanged by in-plane translation. Cross terms between different wave vectors then integrate to zero. Each wave obeys the bound, with its own transverse direction as \(x_2\). The part that varies with depth alone obeys it too, since the substrate fixes both in-plane strains. Adding all parts, and writing \(\langle\ \rangle\) for the average over the film, the free energy per site satisfies

\[
F\ \ge\ \langle g(x)\rangle,\qquad
g(x)=f(x)+\tfrac12E\eta^2v\,(x-x_0)^2 ,
\]

where \(x_0\) is the mean composition, to which the substrate is matched. The energy of composition gradients, omitted here, is positive and only strengthens the inequality. If \(g\) is convex, the average of \(g\) is at least \(g\) of the average:

\[
F\ge g(\langle x\rangle)=g(x_0)=f(x_0).
\]

The right side is the free energy of the uniform film. Convexity requires \(4\theta-2\Omega+E\eta^2v\ge0\), or

\[
\boxed{\ \theta\ \ge\ \frac{\Omega}{2}-\frac{E\eta^2v}{4}\ }
\]

Under this condition the uniform film is the state of lowest free energy among all coherent states with a flat surface. Large composition differences are covered as well as small ones, so nucleation of coherent domains gains nothing. In the limit \(\eta\to0\) the bulk criterion returns: a lattice-matched pair of end members receives no such protection.

For the example, \(E\eta^2v/2=0.06125\) eV, and the limit is

\[
T=\frac{0.18-0.06125}{2k_B}=689\ \text{K}\quad(416\ ^\circ\text{C}),
\]

below the growth temperature. I also minimized the energy of a laterally periodic film from a strongly separated start, with the full \(f(x)\), linear elasticity and no gradient energy. At 1.05 times the limit the film became uniform, with a largest deviation in \(x\) of \(4\times10^{-7}\). At 0.85 times the limit it stayed separated, with deviations up to 0.38. The surface can therefore separate at temperatures far above the 29 K of the interior.

*Anisotropy and softening.* In a cubic crystal, \(E\) must be the smallest Young modulus in the surface plane. With \(C_{11},C_{12},C_{44}=0.65,0.30,0.32\) eV/Å\(^3\) and a (001) surface, it lies along the cube axes, because \(C_{44}>(C_{11}-C_{12})/2\), and equals 0.46 eV/Å\(^3\). The limit rises to 717 K, and to 750 K if the crystal is also 10 percent softer at growth temperature. The interior limit rises too, to 88 K and 183 K respectively, for waves along a cube axis, but it stays far below the growth temperature. In equilibrium the film at 800 K remains on the safe side, but not by much: for the unsoftened cubic film, the largest \(\Omega\) that the condition tolerates at 800 K is 0.194 eV.

**Third objection: separation takes time**

On cooling, the film passes below the limit just found. Does it then separate? Only if atoms can still move.

The rate needs the cost of a composition gradient. For neighbours \(i\) and \(j\),

\[
x_i(1-x_j)+x_j(1-x_i)=x_i(1-x_i)+x_j(1-x_j)+(x_i-x_j)^2 .
\]

The first two terms on the right rebuild \(\Omega x(1-x)\). The last adds \((\Omega/24)\sum_j(\mathbf d_j\cdot\nabla x)^2\) per site, where 24 appears because each of the 12 bonds is shared by two sites. By cubic symmetry the sum is \(12\,(d^2/3)|\nabla x|^2\), and \(d^2=a^2/2\) on the fcc mixing sublattice. The gradient energy is therefore \(\kappa|\nabla x|^2\) with \(\kappa=\Omega a^2/12\). For \(a=5.85\) Å this is 0.513 eV Å\(^2\).

The chemical potential difference is \(\mu=f'(x)-2\kappa\nabla^2x\), and the flux is \(-[Dx(1-x)/\theta]\nabla\mu\). The prefactor is chosen so that \(\Omega=\kappa=0\) gives ordinary diffusion with coefficient \(D\). For a small wave about \(x=1/2\), where \(x(1-x)=1/4\), the amplitude grows as \(e^{Rt}\) with

\[
R(k)=-\frac{D}{4\theta}\,k^2\left(f''+2\kappa k^2\right).
\]

Setting \(dR/d(k^2)=0\) gives \(k^2=-f''/4\kappa\). Substituting,

\[
R_{\max}=\frac{D}{4\theta}\left(\frac{f''^2}{4\kappa}-\frac{f''^2}{8\kappa}\right)=\frac{Df''^2}{32\,\kappa\,\theta}.
\]

I keep the unstressed \(f''\), which favours the manuscript, since elastic energy would weaken the driving force. At 800 K the fastest wavelength is 31 Å and \(R_{\max}/D=0.00627\) Å\(^{-2}\). At that wavelength the continuum gradient energy is good to about 4 percent of its value.

For buried material I assume \(D=10^{16}\,e^{-3.5\,\text{eV}/\theta}\) Å\(^2\)/s, which is \(8.9\times10^{-7}\) Å\(^2\)/s at 800 K. A 3000 Å film grown at 3 Å/s takes 1000 s, so the exponent is

\[
R_{\max}t=0.00627\times8.9\times10^{-7}\times1000=5.6\times10^{-6}.
\]

A composition wave is amplified by a few parts in a million. If the activation energy is 0.5 eV lower, the exponent is still only 0.008. Cooling at 1 K/s to 300 K adds \(1\times10^{-7}\) for the original value. The buried alloy may be metastable, but it is frozen.

This argument cannot protect the growing surface. With an assumed surface diffusion coefficient of \(10^4\) Å\(^2\)/s, the diffusion length \(\sqrt{Dt}\) is about 99 Å in the 0.975 s before the next layer covers the atoms. If material with its full set of twelve neighbours were this mobile, the same rate formula without elastic energy would give an exponent of 61. The number means only that time is ample; it does not predict that a single top layer separates. In the pair model, a flat (001) layer on a frozen uniform film has only four in-plane neighbours per site, so \(\Omega\) is replaced by \(\Omega/3\). Its curvature at \(x=1/2\) is then \(4\theta-2\Omega/3=0.156\) eV, which is positive. This covers only a layer on an exactly uniform film.

The two protections do not simply add. At growth temperature, coherency makes the uniform composition the equilibrium state of the film as a whole, but a growing film is not in equilibrium: the top layer adjusts to frozen layers that are never exactly uniform. Take a buried wave \(\delta\cos kx_1\), constant in depth, with wavelength long against a layer and short against the film. Deep inside, \(\sigma_{22}=\sigma_{zz}=-Y\eta\,\delta x\). Freeing the surface cancels \(\sigma_{zz}\), and adds \(+Y\eta\,\delta x\) to \(\sigma_{11}\) and \(2\nu Y\eta\,\delta x\) to \(\sigma_{22}\). The trace of the surface stress is then \(+2\nu Y\eta\,\delta x\): the surface is stretched where the larger species is in excess, and it attracts more of it. A thin new layer with amplitude \(\delta'\) has stiffness \(4\theta-2\Omega/3+2Y\eta^2v\). It is driven by its four neighbours below, \(2\Omega\delta/3\), and by the elastic field of the film, \(2(1+\nu)Y\eta^2v\,\delta\). Hence

\[
\frac{\delta'}{\delta}=\frac{2\Omega/3+2(1+\nu)Y\eta^2v}{4\theta-2\Omega/3+2Y\eta^2v}=\frac{0.575}{0.506}=1.14 .
\]

The ratio exceeds one when \(4\theta<4\Omega/3+2\nu Y\eta^2v\), that is below about 1000 K in this long-wave estimate. Waves short enough for surface diffusion to follow can therefore be amplified as the film thickens, even above the equilibrium limit and with a flat, coherent surface. This favours the manuscript for the present parameters, but the cause is stress and growth kinetics, not the sign of the enthalpy. After burial, slow diffusion preserves what was grown, uniform or modulated. The uppermost atoms may stay mobile for part of the cooling, and the present estimate does not decide their fate.

**What could still save the manuscript's conclusion**

*Dislocations.* Separated phases could escape the coherency energy by placing dislocations between them. Domains side by side would also need dislocations at the substrate, whose cost is left out here. Their mismatch is \(0.07\times0.756=5.3\) percent. With Burgers vector \(b=4.14\) Å, the spacing is \(s=b/0.053=78\) Å. An edge dislocation costs \(\mu_sb^2\ln(s/b)/[4\pi(1-\nu)]=1.10\) eV/Å, with shear modulus \(\mu_s=E/2(1+\nu)\). Two crossed sets give a wall energy of \(2\times1.10/78=0.028\) eV/Å\(^2\). One wall per domain width \(L\) is repaid by the bulk gain when

\[
L\gtrsim\frac{0.028\times50}{0.0035}\approx400\ \text{Å}\quad(40\ \text{nm}).
\]

This is an order-of-magnitude estimate. The logarithm treats each dislocation as isolated out to the distance \(s\). In a regular array the stress fields partly cancel and the logarithm becomes roughly \(\ln(s/2\pi b)\), which brings the width below 200 Å; core energies and a smaller gain beyond mean field raise it. The width is not far above the distance that atoms travel per layer, so the estimate does not rule this escape out.

*Surface shape and surface chemistry.* The elastic bound needs a flat surface. Islands can expand in both in-plane directions, and if they relaxed fully the limit would return to the bulk value of 1044 K. Surface reconstruction may also change the effective \(\Omega\) or favour atomic ordering. An ordered alloy can be uniform on a large scale without being random, and this model does not describe it.

*Fluctuations mistaken for domains.* A uniform alloy is not perfectly smooth. A block of \(N\) sites has probability proportional to \(e^{-Ng/\theta}\), so for small deviations its composition variance is \(\theta/(Ng'')\). For a 35 Å cube, \(N=858\), and random mixing gives a standard deviation of 0.017. With the softest surface profile, \(g''=-0.0842+0.1225=0.0383\) eV, and the small-deviation formula gives a standard deviation of 0.046; the full exponential gives 0.045. Neglect of gradient energy makes this an upper estimate for the isotropic film; the smaller cubic modulus would give 0.051. If the band gap changes by 0.7 eV per unit \(x\), and strain and confinement are ignored, the gap spread is 0.031 eV. The separated bulk phases would differ by 0.53 eV with the mean-field compositions, or by 0.43 eV with the sampled composition difference of 0.61. A broadened spectral line is therefore not by itself evidence of two phases.

**Relation to real films**

The parameters are round values chosen to resemble arsenide-antimonide alloys, whose end members differ in lattice constant by roughly 7 percent. They do not describe a particular compound. The interaction energy is the critical input: each 0.01 eV in \(\Omega\) shifts the film limit by 58 K, so a value 10 percent larger would use up the margin of the cubic film. The diffusion coefficients are uncertain by orders of magnitude, but at the same driving force the buried \(D\) would have to be about \(2\times10^5\) times larger for the growth exponent to reach one. The elastic constants were taken as independent of composition; in a real alloy they are not, which can shift the limit for large composition differences. Real surfaces are stepped and sometimes rough, and roughness can move the limit towards the bulk value. Antimony also segregates to the growing surface, which this symmetric model does not contain.

**Recommendation**

The inference from positive enthalpy to hidden domains should be withdrawn. A thermodynamic case for separation would have to show that the film lies below the coherent limit during growth, or that an assumption behind that limit fails, for instance because the film was rough or dislocated. A kinetic case could instead rest on the layer-by-layer amplification of composition waves, which in this model is possible at 800 K. Even that would show only that separation is possible; the claim that domains exist needs direct evidence of two compositions. Most values used in this comment are collected in the numerical output; the others follow by hand from the formulas given.

## Calculated quantities

```
W main, small: 0.18, 0.12 eV
site volume: 50.0 A^3; lattice constant: 5.848 A
eta: 0.070; nu: 0.30 (no unit)
E, Y: 0.500, 0.714 eV/A^3
C11, C12, C44: 0.65, 0.30, 0.32 eV/A^3
cubic E[100]: 0.4605 eV/A^3
growth temperature: 800 K; kB*T: 0.06894 eV
mixing enthalpy at 1/2: 0.0450 eV/site
entropy term at 1/2: -0.0478 eV/site
mixing free energy at 1/2: -0.00278 eV/site
bulk curvature at 1/2: -0.0842 eV
bulk critical T, main W: 1044 K
bulk critical T, small W: 696 K
bulk phase compositions: 0.122, 0.878
deep elastic term Y*eta^2*v: 0.1750 eV
surface term E*eta^2*v/2: 0.06125 eV
lowest elastic eigenvalue: 0.2501 eV/A^3
second elastic eigenvalue: 0.7143 eV/A^3
cubic lowest, [100], [110]: 0.2304, 0.3282 eV/A^3
deep coherent critical T: 29 K
film limit, isotropic: 689 K = 416 C
film limit, cubic: 717 K
film limit, cubic 10% softer: 750 K
largest safe W, cubic film: 0.1943 eV
film at 1.05 limit, max deviation: 4.1e-07
film at 0.85 limit, max deviation: 0.383
film at 0.85 limit, energy change: -2.57e-04 eV/site
lattice sampling: 2048 sites
order, Binder ratio at 800 K: 0.609, 0.659
order, Binder ratio at 950 K: 0.075, 0.059
gradient coefficient: 0.5130 eV A^2
fastest bulk wavelength: 31.0 A
lattice/continuum gradient there: 0.964
fastest rate divided by D: 0.00627 A^-2
D0: 1.0e+16 A^2/s; activation: 3.5 eV
bulk D: 8.93e-07 A^2/s = 8.93e-23 cm^2/s
surface D: 1.0e+04 A^2/s
film: 3000 A; speed: 3.0 A/s
growth time: 1000 s; layer time: 0.975 s
buried growth exponent: 5.60e-06
same, activation 0.5 eV lower: 7.91e-03
cooling exponent at 1 K/s to 300 K: 9.78e-08
surface exponent without coherency: 61.1
surface diffusion length per layer: 99 A
phase mismatch: 5.29 %
dislocation spacing: 78.1 A; Burgers: 4.135 A
dislocation line energy: 1.099 eV/A
dislocated wall energy: 0.0281 eV/A^2
bulk separation gain: 0.00350 eV/site
rough incoherent width: 401 A = 40 nm
block edge: 35 A; sites: 858
film curvature, surface bound: 0.0383 eV
composition spread, random: 0.0171
spread at surface bound: 0.0446; Gaussian: 0.0458
gap slope: 0.70 eV per unit x
gap spread, random: 0.0120 eV
gap spread, surface bound: 0.0312 eV
gap difference, separated bulk: 0.529 eV
```
